# The silicon 222 reflection from octupoles of opposite sign

## The problem

Silicon has the diamond structure: two face-centred cubic sublattices, A and B, displaced along a body diagonal. If the atoms were spherical and at rest, the 222 reflection would be absent in single scattering. In the crystal, charge is drawn towards the four bonds of each atom, and this can be modelled by adding an octupole to each atomic density.

Put the origin at a bond midpoint, with an A atom at $-\boldsymbol\tau$ and a B atom at $+\boldsymbol\tau$, where $\boldsymbol\tau=a(1,1,1)/8$. In common crystal axes, with $\mathbf r$ measured from the nucleus, the octupole densities are

$$
\pm P\,R(r)\,d(\hat{\mathbf r}),\qquad d=\frac{2xyz}{r^3},\qquad
R(r)=\frac{\zeta^7}{720}\,r^4e^{-\zeta r},
$$

with the plus sign on A and the minus sign on B. Find the amplitude $F(222)$ per cubic cell of eight atoms. Then find the population $P$ that gives $F(222)=1.50$ electrons.

Lengths are in bohr and densities count electrons, so that

$$
F(\mathbf G)=\int_{\rm cell}\rho(\mathbf r)\,e^{i\mathbf G\cdot\mathbf r}\,d^3r .
$$

The atoms are at rest, scattering is kinematic (each photon is scattered once), and dispersion is neglected. The lattice parameter is $a=10.2631$ bohr (0.54310 nm). The exponent $\zeta$ is to be chosen so that $R$ has the mean valence radius of a computed free atom, taken as 2.4789 bohr.

## A tempting solution

All the atoms are silicon, so give them one form factor $f(\mathbf G)$ and let it include the octupole. The four face-centring translations have equal phases when $h,k,l$ are all even or all odd, which gives a factor 4. The two sublattices then give

$$
F=4f\left(e^{-i\mathbf G\cdot\boldsymbol\tau}+e^{i\mathbf G\cdot\boldsymbol\tau}\right)
=8f\cos(\mathbf G\cdot\boldsymbol\tau).
$$

With $\mathbf G=(2\pi/a)(h,k,l)$,

$$
\mathbf G\cdot\boldsymbol\tau=\frac{\pi}{4}(h+k+l),
$$

which is $3\pi/2$ for 222. The cosine is zero, so $F(222)=0$ whatever $f$ contains. On this argument no octupole population can produce the required amplitude.

## Where it fails

The arithmetic is right, but the common factor $f$ is not. Atoms of one element share a form factor if their densities have the same shape *and the same orientation*. Here the bonds of A point along $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$, while those of B point in the opposite directions. The octupole changes sign under inversion, so it distinguishes the two sites.

The tempting solution in fact treats octupoles of *equal* sign, and for those its zero is correct. The problem specifies opposite signs.

## The right solution

### The two sublattices

Inversion about the bond midpoint exchanges A and B, so $\rho_B(\mathbf r)=\rho_A(-\mathbf r)$. Split $\rho_A$ into even and odd parts under inversion about its nucleus. The even part keeps only the cosine of $e^{i\mathbf G\cdot\mathbf r}$, and the odd part keeps only $i$ times the sine. Therefore

$$
f_A=f_s+if_o,\qquad f_B=f_s-if_o,
$$

with $f_s$ and $f_o$ real. The second term of the sum is now the complex conjugate of the first:

$$
\begin{aligned}
F&=4\left[(f_s+if_o)e^{-i\mathbf G\cdot\boldsymbol\tau}
+(f_s-if_o)e^{i\mathbf G\cdot\boldsymbol\tau}\right]\\
&=8\,{\rm Re}\left[(f_s+if_o)(\cos\mathbf G\cdot\boldsymbol\tau-i\sin\mathbf G\cdot\boldsymbol\tau)\right]\\
&=8\left[f_s\cos\mathbf G\cdot\boldsymbol\tau+f_o\sin\mathbf G\cdot\boldsymbol\tau\right].
\end{aligned}
$$

At 222 the cosine is 0 and the sine is $-1$, so

$$
F(222)=-8f_o .
$$

Everything centrosymmetric about the nucleus is silent here. That covers the spherical density and also a hexadecapole ($l=4$). The reflection is thus absent for a wider class of atoms than spherical ones.

### What the population counts

The radial function is normalized, because $\int_0^\infty r^6e^{-\zeta r}dr=6!/\zeta^7$ and hence $\int_0^\infty R\,r^2dr=1$. For the angular function, take one octant of the unit sphere, where $xyz=\sin^2\theta\cos\theta\cos\phi\sin\phi$:

$$
\int_0^{\pi/2}\!\sin^3\theta\cos\theta\,d\theta\int_0^{\pi/2}\!\cos\phi\sin\phi\,d\phi
=\frac14\cdot\frac12=\frac18 .
$$

Eight octants give $\int|xyz|\,d\Omega=1$, so $\int|d|\,d\Omega=2$. The four positive lobes contribute $+1$ and the four negative ones $-1$. Thus $P$ is the number of electrons moved, on one atom, from the negative to the positive lobes. On A the positive lobes point along the bonds listed above, and on B the reversed sign again selects the bonds. Positive $P$ therefore means charge moved towards the bonds.

### The Fourier transform of an octupole

The polynomial $xyz$ is homogeneous of degree 3 and satisfies Laplace's equation, so $d$ is a pure $l=3$ harmonic. In the expansion

$$
e^{i\mathbf G\cdot\mathbf r}=4\pi\sum_{lm}i^l j_l(Gr)Y_{lm}(\hat{\mathbf G})Y^*_{lm}(\hat{\mathbf r})
$$

only $l=3$ survives integration against $d$, and the sum over $m$ reproduces $d$ in the direction of $\mathbf G$:

$$
\int e^{i\mathbf G\cdot\mathbf r}d(\hat{\mathbf r})\,d\Omega=4\pi i^3j_3(Gr)\,d(\hat{\mathbf G}).
$$

Since $i^3=-i$, comparison with $if_o$ gives

$$
f_o=-4\pi PJ_3(G)\,d(\hat{\mathbf G}),\qquad J_3=\int_0^\infty R(r)j_3(Gr)r^2dr .
$$

The octupole part of any reflection with indices all even or all odd is therefore

$$
F_{\rm oct}=-32\pi PJ_3(G)\,d(\hat{\mathbf G})\sin\frac{\pi(h+k+l)}4 .
$$

Along $(1,1,1)$ each direction cosine is $1/\sqrt3$, so $d=2/(3\sqrt3)=0.38490$. The two minus signs cancel at 222:

$$
F(222)=\frac{64\pi}{3\sqrt3}\,P\,J_3(G).
$$

### The radial integral

Let $D=\zeta^2+G^2$ and $I_l=\int_0^\infty r^{l+1}e^{-\zeta r}j_l(Gr)\,dr$. For $l=0$, $j_0(Gr)=\sin(Gr)/(Gr)$ gives

$$
I_0=\frac1G\int_0^\infty e^{-\zeta r}\sin(Gr)\,dr=\frac1D .
$$

The Bessel relation $j_{l+1}(x)=-x^l\,\frac{d}{dx}[x^{-l}j_l(x)]$, taken at $x=Gr$, becomes

$$
r\,j_{l+1}(Gr)=-G^l\frac{\partial}{\partial G}\left[G^{-l}j_l(Gr)\right],
\quad\text{so}\quad
I_{l+1}=-G^l\frac{\partial}{\partial G}\left[G^{-l}I_l\right].
$$

If $I_l=2^l\,l!\,G^lD^{-(l+1)}$, the derivative brings down $-(l+1)\,2G/D$, and the same form follows with $l+1$ in place of $l$. It holds for $l=0$, hence for every $l$. For $l=3$,

$$
\int_0^\infty r^4e^{-\zeta r}j_3(Gr)\,dr=\frac{48G^3}{D^4}.
$$

We need $r^6$: four powers from $R$ and two from the volume element. Each derivative $-\partial/\partial\zeta$ supplies one factor $r$, so two are required:

$$
\begin{aligned}
\frac{\partial^2}{\partial\zeta^2}\frac{48G^3}{D^4}
&=48G^3\frac{\partial}{\partial\zeta}\left(-\frac{8\zeta}{D^5}\right)
=48G^3\left(-\frac8{D^5}+\frac{80\zeta^2}{D^6}\right)\\
&=\frac{384G^3(10\zeta^2-D)}{D^6}
=\frac{384G^3(9\zeta^2-G^2)}{D^6}.
\end{aligned}
$$

Multiplying by $\zeta^7/720$, with $384/720=8/15$, gives

$$
J_3(G)=\frac8{15}\,\frac{\zeta^7G^3(9\zeta^2-G^2)}{(\zeta^2+G^2)^6}.
$$

For $G\ll\zeta$ this tends to $4.8(G/\zeta)^3$: long waves sense only the octupole moment. At $G=3\zeta$ it vanishes, and there no finite $P$ would produce an amplitude. Away from such a zero,

$$
P=\frac{3\sqrt3\,F(222)}{64\pi J_3(G)} .
$$

## The numbers

The mean radius belonging to $R$ is $\int_0^\infty r^3R\,dr=7!/(6!\,\zeta)=7/\zeta$. Hence

$$
\zeta=\frac7{2.4789}=2.8238\ {\rm bohr}^{-1},\qquad
G=\frac{2\pi\sqrt{12}}{10.2631}=2.1208\ {\rm bohr}^{-1}.
$$

Then $\zeta^2=7.974$, $G^2=4.498$, $D=12.472$ and $9\zeta^2-G^2=67.27$, so

$$
J_3=\frac8{15}\,\frac{(2.8238)^7(2.1208)^3(67.27)}{(12.472)^6}=0.1302 .
$$

The small-$G$ law would give about 2.0, so 222 lies far outside that limit and the shape of $R$ matters. One unit of population gives $38.69\times0.1302=5.038$ electrons per cell, and

$$
P=\frac{1.50}{5.038}=0.298\ \text{electrons per atom}.
$$

About 0.30 electron is moved on each atom, or 0.074 into each bond-side lobe.

A direct numerical integration supports the signs and factors. Octupoles with this $P$ and $\zeta$ were placed on both sublattices, together with four spherical valence electrons per atom and a hexadecapole. The summed density, on a grid of $40^3$ points, gave $F(222)=1.50000$ electrons. The centrosymmetric part alone gave $1.6\times10^{-8}$, and octupoles of equal sign gave $2.8\times10^{-9}$. The last number is the zero of the tempting solution.

### Reading the result in the density

The density is $\rho=V^{-1}\sum F e^{-i\mathbf G\cdot\mathbf r}$. Reversing the sign of one index of 222 reverses $hkl$, and it also reverses $\sin[\pi(h+k+l)/4]$. All eight members of $\{222\}$ therefore have amplitude $+1.50$, and at the bond midpoint they add in phase:

$$
\frac{8\times1.50}{1081.04}=0.0111\ \text{electrons per bohr}^3 .
$$

This is the contribution of those eight waves, not the whole bond density.

A simple check is whether each atom's valence density stays positive by itself. This is stricter than necessary, since only the total density must be non-negative and neighbouring atoms overlap. If the four valence electrons share the same $R$, their spherical density is $4R/(4\pi)=R/\pi$. The deepest octupole depletion, opposite a bond, is $PRd(111)$. Their ratio is $\pi P\,d(111)=0.360$. A depletion of 36 per cent is large but passes the check for this shared, nodeless $R$, which would fail above $P=1/[\pi d(111)]\approx0.83$. The check does not carry over to the computed valence orbitals of the atom: their density nearly vanishes at about 0.7 bohr from the nucleus, and there the core density must be counted too.

### Other reflections

For 442, $h+k+l=10$ and the cosine again vanishes, but the sine is now $+1$. The same octupoles give $F(442)=-0.20$ electrons. This is a property of the model, not a prediction for silicon. Lowering $\zeta$ by 10 per cent at fixed $F(222)$ reduces it to $-0.14$. At equal population, the $l=7$ term introduced below is 1.4 times the octupole at 442. The anharmonic term estimated below adds about $+0.05$ at 300 K.

For 111 both parts contribute. Free spherical atoms give $-59.66$ electrons and the octupoles add $-0.92$, about 1.5 per cent of the spherical part. The bonding octupole is thus a small correction to 111 but the whole of 222 in this model. The price is weakness: $|F(222)/F(111)|^2=6.1\times10^{-4}$.

## How far the population can be trusted

### Radial shape

The valence radius comes from a restricted open-shell Hartree–Fock calculation of the triplet free atom, averaged over directions, with the uncontracted s and p functions of the cc-pVQZ basis. Replacing them by those of cc-pVTZ changes $P$ by only 0.0009. Still larger sets of s and p functions raise the radius by 0.0007 bohr, which leaves $P=0.298$. The calculation omits correlation and relativity, and a free atom does not know how the radial shape changes in the crystal.

The resulting error in $P$ is not computed here, but trial changes show how strongly $P$ depends on the radial function. With $F(222)$ held at 1.50, lowering $\zeta$ by 10 per cent raises $P$ to 0.359, and raising $\zeta$ by 10 per cent lowers it to 0.266. Replacing $r^4$ by $r^3$ at the same mean radius gives 0.311. A population is therefore meaningful only together with its radial function.

The atomic reference matters too. A spin-restricted atom with a fractionally filled 3p shell has a valence radius of 2.58 bohr in contracted cc-pVTZ and 2.63 bohr in contracted cc-pVQZ. Neither value is converged: large uncontracted sets of s and p functions give 2.68 bohr, against 2.48 bohr for the triplet. The looser shell therefore does not come from the contraction, nor from spin restriction as such: a spin-restricted average over the 15 states of the 3p$^2$ configuration gives 2.50 bohr and $P=0.301$. It comes from putting fractional occupations into the single-determinant energy. Six spin orbitals filled to $1/3$ count $15\times(1/3)^2=5/3$ repelling pairs where two electrons form only one, so the 2.68 bohr radius is an artefact of that recipe. A radius of 2.68 bohr would raise $P$ to about 0.34. The triplet is the ground state of the free atom and is the reference used here.

### Higher odd multipoles

The twofold rotations of the tetrahedral site reverse two coordinates at a time. An invariant polynomial of odd degree must then be odd in each of $x,y,z$, so it is $xyz$ times an even symmetric polynomial. At degree 5 this leaves only $xyz\,r^2$, which is the octupole again. The next new harmonic has $l=7$:

$$
xyz\left(x^4+y^4+z^4-\tfrac5{11}r^4\right).
$$

The coefficient follows because the Laplacian of $xyz(x^4+y^4+z^4)$ is $20xyz\,r^2$ and that of $xyz\,r^4$ is $44xyz\,r^2$.

With the same lobe normalization, population and mean radius, and radial power $r^7$, this term has 33 per cent of the octupole's amplitude at 222. The scattering alone therefore does not make it negligible. Attributing the whole amplitude to $l=3$ assumes that the $l=7$ population is small, and one reflection cannot test that.

### Thermal motion

Let each atomic density move rigidly with its nucleus, with a rough mean-square displacement $\sigma^2=6\times10^{-5}$ nm² along each axis at 300 K. Each Cartesian component of $\mathbf G$ is $g=4\pi/(0.54310\ {\rm nm})=23.14$ nm$^{-1}$. Harmonic motion multiplies the amplitude by

$$
e^{-3g^2\sigma^2/2}=0.953 .
$$

A static 1.50 becomes 1.43. If 1.50 were instead the amplitude at 300 K, harmonic motion alone would require $P$ to be about 5 per cent larger.

Anharmonic motion can produce a 222 amplitude even from spherical atoms. Add $\beta xyz$ to the potential of an A atom, where $x,y,z$ are now its displacements. For $\beta>0$ the atom strays more easily away from its bonds. To first order the Boltzmann weight gains the factor $1-\beta xyz/kT$. For a Gaussian, $\langle xe^{igx}\rangle=ig\sigma^2e^{-g^2\sigma^2/2}$. The product over three axes contains $i^3=-i$, so the thermal factor becomes

$$
0.953\,(1+i\varepsilon),\qquad \varepsilon=\frac{\beta\sigma^6g^3}{kT}.
$$

With a rough $\beta=3000$ eV/nm³ and $kT=0.02585$ eV, $\varepsilon=3.1\times10^{-4}$. This acts as an odd part $f_o=0.953f\varepsilon$, where $f=8.01$ is the spherical form factor at 222. From $F=-8f_o$,

$$
F_{\rm anh}=-8(8.01)(3.1\times10^{-4})(0.953)=-0.019\ \text{electrons}.
$$

It opposes the bond contribution and is 1.3 per cent of the smeared amplitude. With this term included, the 5 per cent increase in $P$ found above becomes about 6 per cent.

### Beside real silicon

The chosen 1.50 electrons per cell is roughly the size found for silicon, so the 222 amplitude is realistic. The free-atom radial function is less so: with the thermal terms above the model gives $F(442)\approx-0.12$ at 300 K, whereas the measured magnitude is only a few hundredths of an electron. Of the changes evaluated above, the 10 per cent variation of $\zeta$ moves $P$ most, by $-11$ to $+21$ per cent; the $l=7$ population remains unknown. Real crystals also break the assumption of single scattering. Two successive allowed reflections can send intensity into the 222 direction, and 111 alone is some 1600 times stronger in $|F|^2$. The size of this contamination depends on wavelength and on the crystal's rotation about $\mathbf G$, and is not calculated here. The amplitude must come from a setting where it is negligible, or be corrected for it, before it is converted into a population.

The remaining values are in the numerical output.

## Values computed for the example and the checks

```
lattice parameter: 10.2631 bohr = 0.54310 nm
cubic cell volume: 1081.04 bohr^3
G(222): 2.1208 1/bohr
chosen static F(222): 1.50 electrons per cubic cell
triplet HF atom energy, QZ primitives: -288.85403 hartree
HF energy shift, QZ minus TZ: -0.00194 hartree
mean valence radius, QZ primitives: 2.4789 bohr
radius shift, QZ minus TZ: 0.00494 bohr
fractional restricted atom, radius in cc-pVTZ: 2.5758 bohr
fractional restricted atom, radius in cc-pVQZ: 2.6306 bohr
radial exponent zeta: 2.8238 1/bohr
J3 at 222: 0.13020 (no unit)
d along 111: 0.38490 (no unit)
F(222) per unit P: 5.0380 electrons per cubic cell
octupole population P: 0.2977 electrons per atom
P shift, QZ minus TZ: 0.000863 electrons per atom
charge per bond-side lobe, P/4: 0.0744 electrons
positive-lobe integral of d: 1.00002 (no unit)
largest valence depletion: 36.0 percent
bond-midpoint density from 222 waves: 0.01110 e/bohr^3
grid F(222), full density: 1.50000 electrons per cell
grid |F(222)|, centrosymmetric: 1.6e-08 electrons per cell
grid |F(222)|, equal signs: 2.8e-09 electrons per cell
octupole F(442): -0.1999 electrons per cell
P with zeta 10 percent lower: 0.3589 electrons per atom
P with zeta 10 percent higher: 0.2658 electrons per atom
P with r^3 radial function: 0.3109 electrons per atom
l=7 to l=3 amplitude, equal P: 33.10 percent
HF spherical f at 222: 8.0136 electrons per atom
f(222) shift, QZ minus TZ: 0.00157 electrons per atom
F(111), spherical part: -59.656 electrons per cell
F(111), octupole part: -0.924 electrons per cell
|F(222)/F(111)|^2: 6.13e-04 (no unit)
temperature: 300 K
rough mean-square displacement per axis: 6.0e-05 nm^2
rough cubic force constant beta: 3000 eV/nm^3
harmonic amplitude factor at 222: 0.9530 (no unit)
anharmonic part of F(222): -0.0190 electrons per cell
anharmonic share of smeared F(222): 1.33 percent
```
